# Barrier heights from image energies and tangential forces: the cubic Hermite top

## The question

An atom can diffuse through a solid by hopping between sites. At a fixed prefactor, the hopping rate contains $\exp(-E_b/k_BT)$, where $E_b$ is the energy of the saddle above the initial site. A band calculation represents the path by a few configurations, called images, and gives the energy and the force at each. Unless an image is driven onto the saddle, as in the climbing-image variant, or placed there by symmetry, no image sits on it, so even when all images lie on the minimum-energy path, the highest image energy is too low.

The forces contain information that the highest energy leaves unused. If the energy still rises along the path at one image and already falls at the next, the top lies between them, and the two slopes help to say where and how high. These notes construct the curve that uses both kinds of data, find its maximum, and establish when that maximum is the better estimate.

Hartree atomic units are used.

## Slopes and forces

Let $\mathbf R(s)$ be a smooth path, $s$ its arc length and $\mathbf t=d\mathbf R/ds$ its unit tangent. With $E(s)=V(\mathbf R(s))$ and $\mathbf F=-\nabla V$, the chain rule gives

$$g\equiv\frac{dE}{ds}=\nabla V\cdot\mathbf t=-\mathbf F\cdot\mathbf t .$$

A force pointing backwards along the path thus means a rising energy. The relation holds on any smooth path. The minimum-energy path has the further property that the force has no component normal to $\mathbf t$, and its highest point is a saddle. The images are assumed to lie on this path unless stated otherwise.

Take neighbouring images at $s_0$ and $s_1=s_0+h$, with energies $E_0,E_1$ and slopes $g_0,g_1$. Integrating the slope gives

$$\Delta E\equiv E_1-E_0=\int_{s_0}^{s_1}g\,ds .$$

If only the end slopes are known, the trapezoidal rule estimates this as $h(g_0+g_1)/2$. To find its error, expand about the midpoint, where the derivatives are $E',E''',\dots$:

$$\Delta E\simeq hE'+\frac{h^3}{24}E''',\qquad \frac{g_0+g_1}{2}\simeq E'+\frac{h^2}{8}E''' .$$

Hence

$$\Delta E-\frac h2(g_0+g_1)\simeq-\frac{h^3}{12}E''' .$$

Summed over equal intervals from the initial minimum to a point $s$, the right side becomes $-(h^2/12)\int E'''ds=-(h^2/12)[E''(s)-E''(0)]$. At the top $E''(s)<0$, while $E''(0)>0$ at the minimum. The sum is then positive: to leading order, a barrier obtained from forces alone is too low. The image energies remove this accumulated error.

## The cubic from a corrected force

Let $u=(s-s_0)/h$, so that $0\le u\le1$. A cubic energy has a quadratic slope. Every quadratic with end values $g_0$ and $g_1$ has the form

$$p(u)=g_0(1-u)+g_1u+c\,u(1-u),$$

because the difference of two such quadratics vanishes at both ends and must be a multiple of $u(1-u)$. The first two terms interpolate the force linearly. The last is a bulge whose amplitude $c$ is still free.

The energies fix it. Since $ds=h\,du$ and $\int_0^1u(1-u)\,du=1/6$,

$$\Delta E=h\left[\frac{g_0+g_1}{2}+\frac c6\right]
\quad\Longrightarrow\quad
c=6\left[\frac{\Delta E}{h}-\frac{g_0+g_1}{2}\right].$$

The bulge therefore supplies what the trapezoidal rule misses. Integrating $p$ from $0$ to $u$ gives the profile

$$H(u)=E_0+h\left[g_0\left(u-\frac{u^2}{2}\right)+g_1\frac{u^2}{2}+c\left(\frac{u^2}{2}-\frac{u^3}{3}\right)\right].$$

It matches two energies and two slopes, and no other cubic does: this is the cubic Hermite interpolant. Inserting $c$ and collecting terms gives an equivalent form,

$$H=E_0+\Delta E(3u^2-2u^3)+h\left[g_0u(1-u)^2-g_1u^2(1-u)\right].$$

For example, the coefficient of $hg_0$ is $u-u^2/2-3(u^2/2-u^3/3)=u-2u^2+u^3=u(1-u)^2$.

## Its maximum

Collect powers of $u$ in the slope:

$$p(u)=g_0-bu-cu^2,\qquad b=g_0-g_1-c .$$

Setting $p=0$ gives $cu^2+bu-g_0=0$, with roots

$$u=\frac{-b\pm\sqrt D}{2c},\qquad D=b^2+4cg_0 .$$

At these roots $p'(u)=-b-2cu=\mp\sqrt D$. A maximum needs $p'<0$, which selects the upper sign. Multiplying numerator and denominator by $\sqrt D+b$, and using $D-b^2=4cg_0$, gives

$$u_*=\frac{\sqrt D-b}{2c}=\frac{2g_0}{b+\sqrt D},\qquad
\left.\frac{d^2H}{ds^2}\right|_{u_*}=\frac{p'(u_*)}{h}=-\frac{\sqrt D}{h}.$$

For $b>0$ the second form of $u_*$ is preferable, since it stays regular as $c\to0$, where it becomes $g_0/(g_0-g_1)$, the zero of the linear slope. For $b<0$ the first form avoids subtracting nearly equal numbers.

If $g_0>0>g_1$, then $p$ changes sign in the interval. A quadratic with opposite signs at the ends has one root between them, so there is one stationary point, a maximum. If $g_0<0<g_1$, the single stationary point is a minimum. If both slopes have the same sign, an interior maximum is still possible when the bulge is large enough and of the opposite sign. All intervals should therefore be searched, and only roots with $0<u_*<1$ kept. The top of the profile is the highest of these maxima and the image energies. The image energies are needed because, when an image sits exactly on the top, the root falls at an end of the interval.

## How much is gained

**Interpolation error.** Fix a point $s$ inside the interval and define

$$\phi(x)=E(x)-H(x)-K(x-s_0)^2(x-s_1)^2,$$

choosing $K$ so that $\phi(s)=0$. Then $\phi$ vanishes at $s_0,s,s_1$, and $\phi'$ vanishes at two points between them. It also vanishes at $s_0$ and $s_1$, because the slopes match. With four zeros of $\phi'$, repeated use of Rolle's theorem gives a point $\xi$ where $\phi''''=0$. As $H$ is cubic, $E''''(\xi)=24K$, and so

$$E(s)-H(s)=\frac{E''''(\xi)}{24}(s-s_0)^2(s-s_1)^2 .$$

The product $(s-s_0)(s_1-s)$ is at most $h^2/4$, so the error is at most $h^4\max|E''''|/384$.

**The two estimates of the top.** Let the true top lie a distance $\delta$ from the nearest image and $h-\delta$ from the other. Near the top the energy is parabolic, so to leading order

$$\text{highest image too low by }\ \frac{|E''|}{2}\delta^2,\qquad
\text{cubic too low by }\ \frac{E''''}{24}\delta^2(h-\delta)^2 .$$

The second expression is the error at the true top, while the cubic peaks slightly to one side. With $K=E''''/24$, the slope of the cubic at the true top has magnitude $2|K|\delta(h-\delta)(h-2\delta)$ to leading order. The height gained by moving to the cubic's own maximum is this slope squared over $2|E''|$. Relative to the error above it is $2|K|(h-2\delta)^2/|E''|$, which is of order $h^2$ and can be dropped.

The ratio of the error magnitudes is therefore

$$\frac{\text{cubic}}{\text{image}}\simeq\frac{|E''''|(h-\delta)^2}{12|E''|} .$$

Both errors vanish as $\delta^2$, so for exact energies and slopes the advantage persists when an image happens to lie near the saddle. If an image lies on it, $\delta=0$ and there is nothing to gain in height.

The law was tested on $E=\cos s+0.2(\sin s-\tfrac12\sin2s)$, an asymmetric barrier with its top at $s=0$, where $E''=-1$ and $E''''=1$. For $h=0.02$ and $\delta/h=0.05$ the computed ratio is $2.94\times10^{-5}$, against $3.01\times10^{-5}$ from the law. With the top midway between images, halving $h$ from 0.2 to 0.1 gives error orders of 1.98 for the image and 4.00 for the cubic.

## Errors in the input

**Chords.** The distance between images is often taken as the straight chord. On an arc of curvature $\kappa$ the chord is $(2/\kappa)\sin(\kappa h/2)\simeq h-\kappa^2h^3/24$. In the second form of $H$, at fixed $u$, the length multiplies only the slope terms. Let the top be at fraction $u$. The parabolic slopes are $g_0=|E''|uh$ and $g_1=-|E''|(1-u)h$, so the bracket multiplying $h$ is $2|E''|hu^2(1-u)^2$. The change of the top is

$$-\frac{\kappa^2h^3}{24}\,2|E''|hu^2(1-u)^2=-\frac{\kappa^2|E''|}{12}\delta^2(h-\delta)^2 .$$

The shift of $u_*$ does not enter at first order, because $H$ is stationary there. The chord error thus has the same order as the interpolation error.

**Force errors.** If each slope is wrong by at most $\varepsilon$, the top moves, to first order, by at most

$$h\varepsilon[u(1-u)^2+u^2(1-u)]=h\varepsilon u(1-u)\le\frac{h\varepsilon}{4}.$$

When an image lies close to the top, $\delta\ll h$, the second order matters. A slope $|E''|\delta+\varepsilon$ at that image puts the top $(|E''|\delta+\varepsilon)^2/2|E''|$ above it, too high by $\varepsilon\delta+\varepsilon^2/2|E''|$. This exceeds the image error $|E''|\delta^2/2$ when $\delta<(1+\sqrt2)\,\varepsilon/|E''|$, so for an image that near the saddle the cubic can be the worse estimate.

Energies and forces must also belong to the same potential surface. A force from a less converged calculation than the energy enters as such an $\varepsilon$.

## A hop along a curved valley

The model has round parameters and represents no particular material. With $q=x/a$,

$$V=B(q^2-1)^2+A\left(q-\frac{q^3}{3}\right)+\frac k2\left[y-y_0(1-q^2)\right]^2,$$

where $a=2.5$ and $y_0=1$ bohr, $B=0.03$ and $A=0.006$ hartree, and $k=0.2$ hartree/bohr². The condition $\partial V/\partial y=0$ makes the square bracket vanish. Then $\partial V/\partial x=0$ becomes $(q^2-1)(4Bq-A)=0$. The sites are at $q=\pm1$, the initial one at $q=-1$, and the saddle is at $q=A/4B=0.05$, that is, at $x=0.125$ and $y=0.9975$ bohr. Its energy above the initial site is 0.034150 hartree, or 0.929 eV.

A band of six images, two of them fixed at the sites, was converged so that the force normal to a spline through the images vanishes and the chords are equal. The top lies between images 2 and 3, counted from zero:

| Quantity | Image 2 | Image 3 |
|---|---:|---:|
| $E$ (hartree) | 0.029866 | 0.032481 |
| $g$ (hartree/bohr) | 0.012161 | −0.007622 |

The arc length between them is $h=1.10353$ bohr. The energy difference is 0.002615 hartree and the trapezoidal estimate is 0.002505 hartree. In hartree/bohr,

$$c=\frac{6(0.002615-0.002505)}{1.10353}\approx0.00060 .$$

This small difference loses digits, so the unrounded value $c=0.000602$ is used below:

$$b=0.012161+0.007622-0.000602\approx0.01918,$$

$$\sqrt D=\sqrt{0.01918^2+4(0.000602)(0.012161)}\approx0.01993,$$

$$u_*=\frac{2(0.012161)}{0.01918+0.01993}\approx0.622 .$$

At the unrounded $u_*=0.62188$ the three polynomials in $H$ are 0.4285, 0.1934 and 0.1132, and

$$H=0.029866+1.10353\,[0.005211-0.001474+0.000068]\approx0.0341\ \text{hartree}.$$

| Estimate | Barrier (hartree) | (eV) |
|---|---:|---:|
| Saddle, from zero gradient | 0.034150 | 0.929 |
| Highest image | 0.032481 | 0.884 |
| Forces alone | 0.030052 | 0.818 |
| Cubic, arc lengths | 0.034066 | 0.927 |
| Cubic, chord lengths | 0.034056 | 0.927 |

## Reading the numbers

The highest image is low by 1.67 millihartree and the cubic by 0.084 millihartree, about 5% of that. For a chosen $k_BT$ of 0.05 eV, the highest image would overestimate the rate by a factor of about $\exp(0.045/0.05)\approx2.5$. With the cubic the overestimate is about 5%.

The image error follows mainly from the distance. The saddle lies $\delta\approx0.425$ bohr from image 3 (the cubic puts it at $(1-0.622)h\approx0.417$ bohr), and the Hessian at the saddle gives $|E''|=0.01912$ hartree/bohr². Then $|E''|\delta^2/2\approx1.73$ millihartree, about 4% above the 1.67 found; the cubic and quartic terms of $E(s)$, neglected in the leading-order law, make up the difference.

The cubic's error can be estimated by replacing the path near the saddle by the valley floor $y=y_0(1-q^2)$, whose curvature at its apex is $\kappa=2y_0/a^2=0.32$ bohr⁻¹. The minimum-energy path itself is somewhat less curved, since images 2 and 3 lie above the floor, so this is a rough estimate. The quartic term in $x$ contributes $B/a^4$ to $E''''/24$. The conversion to arc length, $x^2\simeq s^2-\kappa^2s^4/3$, contributes $|E''|\kappa^2/6$. The sum is about 0.0011 hartree/bohr⁴. Multiplied by $\delta^2(h-\delta)^2\approx0.083$ bohr⁴, it gives 0.09 millihartree, close to the error found.

Forces alone do worse than the highest image: they miss the barrier by 4.1 millihartree but the reaction energy by only 0.2. This is the pattern of the accumulated trapezoidal error, which depends on $E''(s)-E''(0)$. That difference is large between a minimum and the top and largely cancels between two similar minima.

The cubic also locates the saddle, to within 0.009 bohr, whereas the highest image is 0.43 bohr away. Its curvature, $-0.0181$ hartree/bohr², is about 6% smaller in magnitude than the Hessian value. Curvature is a second derivative of the interpolant, and its error is of order $h^2$ rather than $h^4$.

Changing the number of images shows the role of $\delta$:

| Images | Highest image error (millihartree) | Cubic error (millihartree) |
|---:|---:|---:|
| 5 | −0.152 | −0.018 |
| 6 | −1.669 | −0.084 |
| 7 | −0.153 | −0.009 |
| 8 | −0.673 | −0.020 |

Going from five images to six makes the highest-image estimate eleven times worse. Inverting $|E''|\delta^2/2$ gives $\delta\approx0.13$ bohr for five and for seven images, as expected if the middle image lies near $x=0$. The highest image energy thus depends strongly on where the images happen to fall. The cubic's error varies too, but is smaller in each of these bands.

## Where the estimate fails

The comparison rests on a spacing that resolves the top. For the peak $\exp(-s^2/2)$ with images at $s=-0.1$ and $7.9$, the highest image gives 0.995 and the cubic gives 1.032, while the true height is 1. The cubic is then the worse estimate, and it overshoots. Even at small spacing it lies below the true top if $E''''>0$ and above it if $E''''<0$, so it is not a bound on the barrier.

The highest image is a lower bound if it lies on the minimum-energy path. Away from that path it can lie on either side of the barrier. What remains true for an unconverged band concerns the whole curve: any continuous path between the sites must reach at least the energy of the lowest pass, so the maximum of $V$ along the curve is an upper bound to it. The cubic approximates that maximum, and a precise interpolation cannot repair a poor path. In the six-image band the maximum along the spline agrees with the saddle energy to the printed digits. The remaining error of the cubic there comes from interpolation, not from the path. The remaining values are in the numerical output.

## Numbers as computed

```
Analytic barrier, spacing 0.02: error ratio cubic/image
  d/h=0.05: computed 2.943e-05, law 3.008e-05
  d/h=0.20: computed 2.101e-05, law 2.133e-05
  d/h=0.50: computed 8.350e-06, law 8.333e-06
Order in h: highest image 1.984, cubic 3.999
Chord error on unit circle: 3.6740e-07, law 3.6750e-07
Slope error 1e-04, h=0.5: top shifts 1.048e-05, bound 1.250e-05
Failure case, true top 1: image 0.9950, cubic 1.0317, spacing 8.0
Model: a=2.5 bohr, bow=1.0 bohr, B=0.03 Ha, A=0.006 Ha, k=0.2 Ha/bohr^2
Image: s, x, y (bohr), E (Ha), slope (Ha/bohr)
  0: 0.0000 -2.5000 0.0000 0.000000 0.000000
  1: 1.1035 -1.5989 0.6294 0.011311 0.017415
  2: 2.2069 -0.5508 0.9607 0.029866 0.012161
  3: 3.3105 0.5483 0.9578 0.032481 -0.007622
  4: 4.4137 1.5960 0.6253 0.017948 -0.014904
  5: 5.5170 2.5000 0.0000 0.008000 0.000000
Top interval: images 2 and 3, h = 1.10353 bohr
  energy difference      0.002615 Ha
  trapezoidal estimate   0.002505 Ha
  bulge amplitude c      0.000602 Ha/bohr
  b                      0.019182 Ha/bohr
  sqrt(D)                0.019930 Ha/bohr
  u at top               0.62188
Barrier from the initial site (Ha, eV)
  saddle by zero gradient  0.034150  0.9293
  highest image            0.032481  0.8839
  forces only              0.030052  0.8178
  cubic, arc lengths       0.034066  0.9270
  cubic, chord lengths     0.034056  0.9267
  maximum on spline curve  0.034150  0.9293
Reaction energy: images 0.008000, forces only 0.007784 Ha
Saddle x, y: 0.1250 0.9975 bohr
Distance to saddle: image 0.4252, cubic top 0.0084 bohr
Curvature at top: cubic -0.01806, Hessian -0.01912 Ha/bohr^2
Images: error of highest image, of cubic top (mHa)
  5: -0.1524  -0.0176
  6: -1.6686  -0.0844
  7: -0.1528  -0.0089
  8: -0.6732  -0.0202
```
